# Peak excitation of an emitter by a mode-matched single photon

A two-level emitter has ground state $|g\rangle$, excited state $|e\rangle$ and transition frequency $\omega_0$. It couples to one continuum of field modes with $[b_\omega,b^\dagger_{\omega'}]=\delta(\omega-\omega')$. With $\sigma_+=|e\rangle\langle g|$ and $\sigma_-=|g\rangle\langle e|$, the Hamiltonian is

$$H=\hbar\omega_0\sigma_+\sigma_-+\int d\omega\,\hbar\omega\,b_\omega^\dagger b_\omega+\hbar\sqrt{\frac{\Gamma}{2\pi}}\int d\omega\,(\sigma_+b_\omega+b_\omega^\dagger\sigma_-).$$

The rotating-wave approximation has been made, the coupling is flat, and the frequency range may be extended to $\pm\infty$, which requires both $\Gamma$ and the bandwidth of the photon to be much smaller than $\omega_0$. There is no dephasing. The emitter starts in $|g\rangle$ and the field holds one photon. The photon is mode-matched: it travels in the same continuum into which the emitter decays.

## Part (a): the driven emitter

**Question.** Derive the equation of motion of the excited-state amplitude, identify the photon's temporal amplitude $\xi(t)$, and find the excitation probability $P(t)$.

**Answer.** $H$ conserves the number of excitations, so the state is

$$|\psi\rangle=e^{-i\omega_0t}\Big[c(t)|e,0\rangle+\int d\Delta\,\phi_\Delta(t)\,b^\dagger_{\omega_0+\Delta}|g,0\rangle\Big],\qquad \Delta=\omega-\omega_0 .$$

The Schrödinger equation gives

$$i\dot c=\sqrt{\tfrac{\Gamma}{2\pi}}\int d\Delta\,\phi_\Delta,\qquad i\dot\phi_\Delta=\Delta\,\phi_\Delta+\sqrt{\tfrac{\Gamma}{2\pi}}\,c .$$

The second equation, integrated from a time $t_0$ before the photon arrives, is

$$\phi_\Delta(t)=e^{-i\Delta(t-t_0)}\phi_\Delta(t_0)-i\sqrt{\tfrac{\Gamma}{2\pi}}\int_{t_0}^t ds\,e^{-i\Delta(t-s)}c(s).$$

Insert this into the first equation. The incoming part defines

$$\xi(t)=\frac1{\sqrt{2\pi}}\int d\Delta\,\phi_\Delta(t_0)e^{-i\Delta(t-t_0)},\qquad \int|\xi|^2dt=\int|\phi_\Delta(t_0)|^2d\Delta=1,$$

so $|\xi(t)|^2$ is the arrival probability per unit time for a photon that meets no emitter. In the other part, $\int d\Delta\,e^{-i\Delta(t-s)}=2\pi\delta(t-s)$. This peak is symmetric about $s=t$, the end of the integration range, so half of it counts and the term is $-(\Gamma/2\pi)\,\pi c=-\Gamma c/2$. Hence

$$\dot c=-\frac{\Gamma}{2}c-i\sqrt\Gamma\,\xi(t).$$

Without a photon $|c|^2$ decays as $e^{-\Gamma t}$, so $\Gamma$ is the decay rate of the population. With $c=0$ in the distant past,

$$P(t)=|c(t)|^2=\Gamma\left|\int_{-\infty}^t e^{-\Gamma(t-s)/2}\,\xi(s)\,ds\right|^2. \tag{1}$$

The outgoing field follows from the same solution for $\phi_\Delta$. Remove the free phase at late times and transform back to time:

$$\xi_{\rm out}(t)=\xi(t)-i\sqrt\Gamma\,c(t). \tag{2}$$

## Part (b): the best pulse

**Question.** What is the largest $P$ that any photon can produce, and which pulse produces it? What changes if the photon must fit into a duration $T$ before the target time, or if only a fraction $\beta$ of the decay enters the photon's channel?

**Answer.** Choose the target time $t=0$. The Cauchy–Schwarz inequality applied to (1) gives

$$P(0)\le\Gamma\int_{-\infty}^0e^{\Gamma s}ds\int_{-\infty}^0|\xi(s)|^2ds=\int_{-\infty}^0|\xi(s)|^2ds\le1 .$$

The first inequality is an equality if $\xi(s)\propto e^{\Gamma s/2}$ for $s<0$. The second is an equality if nothing arrives after $s=0$. Normalization then fixes the pulse, up to a constant phase:

$$\xi(t)=\sqrt\Gamma\,e^{\Gamma t/2}\quad(t<0),\qquad \xi(t)=0\quad(t>0).$$

It gives $P(0)=1$. For $t<0$, equation (1) gives $c=-ie^{\Gamma t/2}$, and (2) gives

$$\xi_{\rm out}=\sqrt\Gamma e^{\Gamma t/2}-\sqrt\Gamma e^{\Gamma t/2}=0.$$

The field radiated by the emitter cancels the field that passes it, so no part of the photon escapes before $t=0$. An emitter prepared in $|e\rangle$ at $t=0$ emits, by (2) with $\xi=0$, a pulse of magnitude $\sqrt\Gamma e^{-\Gamma t/2}$. The best pulse is the time reverse of this one.

If the photon is confined to $-T<t<0$, the first integral starts at $-T$ and the bound becomes

$$P(0)\le1-e^{-\Gamma T},$$

reached by the same exponential restricted to that interval and renormalized.

If the remaining decay goes into other channels that are initially empty, these add to the damping but not to the drive. The total damping stays $\Gamma/2$, while the drive becomes $-i\sqrt{\beta\Gamma}\,\xi$. Every $P(t)$ is multiplied by $\beta$. A symmetric emitter in a two-way waveguide, lit from one side, has $\beta=1/2$ and cannot be excited with probability above $1/2$. Mode matching then requires the photon to arrive from both sides in the superposition that the emitter itself would radiate.

## Part (c): errors in the rising pulse

**Question.** Find the peak excitation when the rising pulse has rate $\gamma=r\Gamma$ instead of $\Gamma$, and when it has the right rate but a carrier detuned by $\delta$. Can detuning or phase modulation ever help?

**Answer.** For $\xi=\sqrt\gamma e^{\gamma t/2}$ at $t<0$, equation (1) gives

$$P(t)=\Gamma\gamma\left[\frac{2e^{\gamma t/2}}{\Gamma+\gamma}\right]^2\quad(t\le0).$$

This grows until $t=0$, after which the emitter decays freely. The peak is therefore

$$P_{\rm peak}=\frac{4\Gamma\gamma}{(\Gamma+\gamma)^2}=\frac{4r}{(1+r)^2}=1-\frac{(1-r)^2}{(1+r)^2}.$$

For a small error of the rate the loss is quadratic in that error, and $r$ and $1/r$ give the same peak.

For $\gamma=\Gamma$ and a carrier factor $e^{-i\delta t}$, the peak is again at $t=0$:

$$P_{\rm peak}=\Gamma^2\left|\int_{-\infty}^0e^{(\Gamma-i\delta)s}ds\right|^2=\frac{1}{1+\delta^2/\Gamma^2}.$$

For a given envelope $|\xi|$, the modulus of the integral in (1) is at most the integral of $e^{-\Gamma(t-s)/2}|\xi(s)|$. The resonant pulse with constant phase reaches this value at every $t$, so neither detuning nor phase modulation can raise the peak.

## Part (d): the decaying pulse

**Question.** A photon with a sharp front at $t=0$ has $\xi=\sqrt\gamma e^{-\gamma t/2}$ for $t>0$. Find the peak excitation for any $r=\gamma/\Gamma$, and the best $r$.

**Answer.** For $\gamma\ne\Gamma$, equation (1) gives

$$P(t)=\frac{4\Gamma\gamma}{(\Gamma-\gamma)^2}\left(e^{-\gamma t/2}-e^{-\Gamma t/2}\right)^2 .$$

The bracket is stationary when $\gamma e^{-\gamma t/2}=\Gamma e^{-\Gamma t/2}$, that is, at $\Gamma t=2\ln r/(r-1)$. There

$$e^{-\Gamma t/2}=r^{-1/(r-1)},\qquad e^{-\gamma t/2}=\frac1r\,r^{-1/(r-1)},$$

and the bracket equals $r^{-1/(r-1)}(1-r)/r$. The factors $(1-r)^2$ cancel:

$$P_{\rm peak}=\frac{4r}{r^2}\,r^{-2/(r-1)}=4\,r^{-(r+1)/(r-1)} .$$

To find the best $r$, set $r=e^{2y}$. Then

$$\ln\frac{P_{\rm peak}}4=-2y\,\frac{e^{2y}+1}{e^{2y}-1}=-2y\coth y .$$

Since $\tanh y<y$ for $y>0$, and $y\coth y$ is even, $y\coth y\ge1$ with equality in the limit $y\to0$. The best rate is $\gamma=\Gamma$. In that case the integrand in (1) is constant apart from the factor $e^{-\Gamma t/2}$, so

$$P(t)=\Gamma^2t^2e^{-\Gamma t},\qquad \dot P=\Gamma^2t\,(2-\Gamma t)\,e^{-\Gamma t}.$$

The peak is at $t=2/\Gamma$, with

$$P_{\rm peak}=\frac4{e^2}\approx0.541 .$$

At this moment a part $e^{-2}\approx0.135$ of the photon has yet to arrive. The remaining $1-5e^{-2}\approx0.323$ has already gone past. By (2), the outgoing field is $\xi_{\rm out}=\sqrt\Gamma\,e^{-\Gamma t/2}(1-\Gamma t)$. Most of the loss, $1-2/e\approx0.264$, occurs in the first lifetime, when the pulse is strong and the emitter radiates too weakly to cancel it. After $t=1/\Gamma$ the radiated field is the larger of the two, and a further 0.059 leaves before the peak.

This is the case of a photon emitted spontaneously by one emitter and sent, without reshaping or loss, to an identical one, with all the decay of both emitters going into the connecting channel ($\beta=1$).

## Part (e): the Gaussian pulse

**Question.** For

$$\xi(t)=\left(\frac{\Omega^2}{2\pi}\right)^{1/4}e^{-\Omega^2t^2/4}$$

find $P(t)$, the best bandwidth $\Omega$, the time of the peak and its height. Show that the optimum is unique.

**Answer.** The intensity $|\xi|^2$ has standard deviation $1/\Omega$ in time. Let $a=\Gamma/\Omega$. Completing the square in the exponent of (1),

$$-\frac{\Gamma(t-s)}2-\frac{\Omega^2s^2}4=-\frac{\Gamma t}2+\frac{a^2}4-\frac{\Omega^2}4\Big(s-\frac{\Gamma}{\Omega^2}\Big)^2 .$$

Substitute $v=\tfrac\Omega2(s-\Gamma/\Omega^2)$, whose upper limit is $u=(\Omega t-a)/2$. The remaining integral is $(\sqrt\pi/\Omega)(1+\operatorname{erf}u)$, so

$$P=\Gamma\,\frac{\Omega}{\sqrt{2\pi}}\,\frac{\pi}{\Omega^2}\,e^{-\Gamma t+a^2/2}(1+\operatorname{erf}u)^2 .$$

With $\Gamma t=a\,\Omega t=a(2u+a)$ this becomes

$$P=a\sqrt{\frac\pi2}\;e^{-2au-a^2/2}\,(1+\operatorname{erf}u)^2. \tag{3}$$

*Best time for a given bandwidth.* Setting $\partial\ln P/\partial u=0$ gives

$$a=h(u),\qquad h(u)=\frac{2}{\sqrt\pi}\,\frac{e^{-u^2}}{1+\operatorname{erf}u},\qquad h'=-h\,(h+2u).$$

The factor $h+2u$ is positive. This is plain for $u\ge0$. For $u=-x<0$ it follows from

$$\int_x^\infty e^{-v^2}dv<\int_x^\infty\frac vx\,e^{-v^2}dv=\frac{e^{-x^2}}{2x},$$

which means $h>2x$. So $h$ falls steadily from $\infty$ to $0$. Each $a$ has one stationary $u$, and it is a maximum because $\partial^2\ln P/\partial u^2=2h'<0$.

*Best bandwidth.* Along this ridge of maxima the $u$-derivative vanishes, so

$$\frac{d\ln P}{da}=\frac1a-2u-a=\frac{1-2uh-h^2}{h}=\frac{1+h'}{h}.$$

An optimum needs $h'=-1$. Differentiating $h'=-2uh-h^2$ gives $h''=-2h-2(u+h)h'$, which equals $2u$ wherever $h'=-1$.

For $u=-x\to-\infty$, integration by parts gives $\int_x^\infty e^{-v^2}dv\approx\frac{e^{-x^2}}{2x}\big(1-\frac1{2x^2}\big)$. Hence $h\approx2x+1/x$ and $h'\to-2$. At $u=0$, $h'=-4/\pi<-1$. If $h'$ reached $-1$ at some negative $u$, it would first do so from below, with $h''\ge0$. But there $h''=2u<0$, so this cannot happen.

For $u>0$, every crossing of $-1$ has $h''>0$ and is upward, so there is at most one. Since $h'\to0$ as $u\to\infty$, there is one. At smaller $u$ (larger $a$) $P$ falls with $a$, and at larger $u$ (smaller $a$) it rises with $a$. The crossing is therefore the unique maximum.

*Position and height.* At the optimum $2u=1/a-a$, so $\Omega t=2u+a=1/a$ and

$$t_*=\frac1\Gamma .$$

The best Gaussian excites the emitter most strongly one lifetime after its centre has passed. At the peak $\dot c=0$, because $c$ is a real function times $-i$. The equation of motion then gives $c=-2i\xi/\sqrt\Gamma$. With $b=\Omega/\Gamma=1/a$,

$$P_{\rm peak}=\frac{4|\xi(t_*)|^2}{\Gamma}=\frac{4b}{\sqrt{2\pi}}\,e^{-b^2/2}. \tag{4}$$

The condition $1/b=h\big(\tfrac12(b-1/b)\big)$ is solved numerically. A bracketing root search gives $b=1.4625$, with $a=0.6838$ and $u=0.3893$. Then

$$P_{\rm peak}=1.5958\times1.4625\times e^{-1.0694}=0.801 .$$

Equation (4) uses $t=1/\Gamma$ and holds at the best bandwidth only. At $b=1$ it would give $0.968$, whereas maximizing (3) over time gives $0.770$.

*Two limits.* For $\Omega\ll\Gamma$ the emitter follows the pulse, $c\approx-2i\xi/\sqrt\Gamma$, and the peak tends to $4b/\sqrt{2\pi}$. The photon is spread over many lifetimes and little of it is stored at once. For $\Omega\gg\Gamma$ the pulse ends before the emitter decays, and the peak tends to $\Gamma|\int\xi\,dt|^2=2\sqrt{2\pi}/b$. Most of the spectrum then lies off resonance.

## Part (f): numbers

**Question.** A model emitter has a lifetime of 2 ns. Give the peak times and the duration of the best Gaussian. How costly are a wrong bandwidth, a rate wrong by a factor of two, a photon limited to 6 ns, and a detuning of 20 MHz?

**Answer.** The decay rate is $\Gamma=0.500\ \mathrm{ns^{-1}}$.

| Pulse | Peak $P$ | Peak time |
|---|---|---|
| rising, rate $\Gamma$ | 1.000 | at the cut-off |
| best Gaussian | 0.801 | 2.00 ns after centre |
| decaying, rate $\Gamma$ | 0.541 | 4.00 ns after front |

The best Gaussian has $\Omega=1.4625\times0.500=0.731\ \mathrm{ns^{-1}}$. Its intensity has full width at half maximum $2\sqrt{2\ln2}/\Omega=3.22$ ns.

*Bandwidth.* Numerical maximization of (3) over time gives peaks of 0.587, 0.770, 0.781 and 0.626 for $\Omega/\Gamma=0.5$, 1, 2 and 4. The optimum is broad: between $\Omega=\Gamma$ and $\Omega=2\Gamma$ the peak stays within 0.031 of its best value.

*Rate.* For $r=2$ or $r=1/2$ the rising pulse gives $8/9=0.889$ and the decaying pulse $4\times2^{-3}=0.500$. Even with this error the rising pulse does better than the best Gaussian.

*Duration.* For $T=6$ ns, $\Gamma T=3$ and the limit is $1-e^{-3}=0.950$. Three lifetimes suffice for 95 per cent.

*Detuning.* Here $\delta=2\pi\times0.020=0.1257\ \mathrm{rad\,ns^{-1}}$ and $\delta/\Gamma=0.2513$. The rising pulse reaches $1/(1+0.0632)=0.941$. For the best Gaussian, direct integration of (1) on a grid of times gives 0.778. The relative losses are 5.9 and 2.9 per cent.

The difference follows from expanding (1) to second order in $\delta$. At fixed time the relative loss is $\delta^2\,\mathrm{Var}(s)$, where the variance is taken with the normalized weight $e^{-\Gamma(t-s)/2}\xi(s)$. The shift of the peak time matters only at higher order.

- For the rising pulse the weight is $\propto e^{\Gamma s}$, so the variance is $1/\Gamma^2$.
- For the Gaussian the weight is $\propto e^{-v^2}$ with $v<u$. Integration by parts gives $\langle v\rangle=-h/2$ and $\langle v^2\rangle=\tfrac12-\tfrac12uh$. With $h=a$ and $2ua=1-a^2$,

$$\mathrm{Var}(v)=\frac12-\frac{1-a^2}4-\frac{a^2}4=\frac14 .$$

Since $s=2v/\Omega+\text{const}$, $\mathrm{Var}(s)=1/\Omega^2$. The predicted loss is $(0.1257/0.7312)^2=0.030$, in agreement with the integration. The Gaussian samples a shorter stretch of time and so collects less phase error.

## Part (g): a finite band

**Question.** How much do the results depend on the infinite flat continuum?

**Answer.** Replace the continuum by 1001 equally spaced modes within $\pm100\Gamma$ of resonance, drop the parts of each pulse outside this band, and diagonalize the one-excitation Hamiltonian. The peaks become 0.997, 0.804 and 0.543 for the rising, Gaussian and decaying pulses. The two exponential pulses have Lorentzian spectra, and the cut removes a fraction of about $1/(100\pi)\approx0.003$ of the photon. This missing part accounts for the loss of the rising pulse. If the truncated photons are renormalized, the peaks are 1.000, 0.804 and 0.545. All changes are below 0.004, and they halve when the band is doubled. The ideal values thus survive a band of this width nearly unchanged. A structured continuum, whose coupling varies within a few $\Gamma$ of resonance, makes the decay non-exponential. Equation (1) then fails, and the best pulse is no longer a simple exponential.

Numbers in the example were calculated in double precision.
